# Central curvature of a wafer with a film on its central disc: a numerical check

```python
"""
Result under test: a thin film on the disc r < c of a free circular wafer of
radius a gives the central curvature
    kappa_0 = kappa_St * [(1 + nu) + (1 - nu) c^2/a^2] / 2,
    kappa_St = 6 f (1 - nu) / (E h^2)        (Stoney's value).
f: film force per length (stress times film thickness); E, nu, h: Young's
modulus, Poisson ratio and thickness of the wafer; w: upward deflection;
phi = dw/dr: slope. The film is on the top face; tension gives kappa > 0.
SI units inside the program; printed units are given with each number.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.sparse import bmat, csr_matrix, diags
from scipy.sparse.linalg import spsolve


def stoney(f, E, nu, h):
    return 6 * f * (1 - nu) / (E * h**2)


def factor(nu, ratio):
    return ((1 + nu) + (1 - nu) * ratio**2) / 2


def slope_formula(r, c, a, nu, k_st):
    inside = k_st * factor(nu, c / a) * r
    outside = k_st * c**2 / 2 * ((1 + nu) / np.maximum(r, c)
                                 + (1 - nu) * r / a**2)
    return np.where(r <= c, inside, outside)


def bow_formula(c, a, nu, k_st):
    return k_st * c**2 / 2 * (1 + (1 + nu) * np.log(a / c))


def layer_stiffness(E, nu, z1, z2):
    """Stiffness for (e_r, e_t, k_r, k_t), with strain = e - z k."""
    q = E / (1 - nu**2) * np.array([[1, nu], [nu, 1]])
    i0, i1, i2 = z2 - z1, (z2**2 - z1**2) / 2, (z2**3 - z1**3) / 3
    return np.kron(np.array([[i0, -i1], [-i1, i2]]), q)


def solve_wafer(c, a, h, E, nu, f, hf, Ef, nuf,
                nonlinear=False, pressure=0.0, n=400):
    """Minimize the energy of the two-layer plate by finite elements.
    Unknowns: radial displacement u and slope phi at the nodes.
    pressure: weight per area, wafer resting on its rim.
    Returns node radii and slopes, without the centre node."""
    dr = a / n
    nodes = dr * np.arange(1, n + 1)
    mid = nodes - dr / 2
    weight = mid * dr
    covered = mid < c
    ddr = diags([1.0, -1.0], [0, -1], shape=(n, n)) / dr
    avg = diags([0.5, 0.5], [0, -1], shape=(n, n)).tocsr()
    hoop = diags(1 / mid) @ avg
    bare = layer_stiffness(E, nu, -h / 2, h / 2)
    film = layer_stiffness(Ef, nuf, h / 2, h / 2 + hf)
    stiff = bmat([[diags(weight * (bare[i, j] + covered * film[i, j]))
                   for j in range(4)] for i in range(4)]).tocsr()
    arm = (h + hf) / 2
    pre = np.concatenate([s * f * covered * weight
                          for s in (1, 1, -arm, -arm)])
    load = np.concatenate([np.zeros(n),
                           pressure / 2 * (avg.T @ (mid**2 * dr))])
    u, phi = np.zeros(n), np.zeros(n)
    for _ in range(15 if nonlinear else 1):
        pm = avg @ phi
        strain = np.concatenate([ddr @ u + pm**2 / 2, hoop @ u,
                                 ddr @ phi, hoop @ phi])
        grad_op = bmat([[ddr, diags(pm) @ avg], [hoop, None],
                        [None, ddr], [None, hoop]]).tocsr()
        force = stiff @ strain + pre
        hess = grad_op.T @ stiff @ grad_op
        if nonlinear:
            geo = avg.T @ diags(force[:n]) @ avg
            hess = hess + bmat([[csr_matrix((n, n)), None], [None, geo]])
        step = spsolve(hess.tocsc(), load - grad_op.T @ force)
        u, phi = u + step[:n], phi + step[n:]
        if nonlinear and np.max(abs(step[n:])) < 1e-7 * np.max(abs(phi)):
            break
    if nonlinear:
        assert np.max(abs(step[n:])) < 1e-7 * np.max(abs(phi))
    return nodes, phi


def ritz_factor(q11, q12, q66, c, harmonics=4, order=12):
    """Central curvature / Stoney value for a plate of unit radius with
    fourfold in-plane elasticity. The film is a uniform preferred curvature
    on r < c. Trial functions allow a curvature jump at r = c."""
    x, wx = np.polynomial.legendre.leggauss(40)
    r = np.concatenate([c * (x + 1) / 2, c + (1 - c) * (x + 1) / 2])
    wr = np.concatenate([c * wx / 2, (1 - c) * wx / 2]) * r
    th = (np.arange(24) + 0.5) * np.pi / 48
    rr, tt = np.meshgrid(r, th, indexing="ij")
    root = np.sqrt(np.repeat(wr[:, None], len(th), axis=1))
    inside = rr < c
    amp = np.sqrt([(q11 + q12) / 2, (q11 - q12) / 2, q66])
    cols, centre = [], []
    for m in range(harmonics + 1):
        k = 4 * m
        cosk, sink = np.cos(k * tt), np.sin(k * tt)
        for j in range(order):
            p = k + 2 * j
            plain = Polynomial([0.0] * p + [1.0])
            bump = (Polynomial([1, 0, -2 / c**2, 0, 1 / c**4])
                    * Polynomial([0.0] * p + [c**(-p)]))
            for poly, mask in ((plain, 1.0), (bump, inside)):
                if poly is plain and p == 0:
                    continue
                R, R1, R2 = poly(rr), poly.deriv()(rr), poly.deriv(2)(rr)
                krr = R2 * cosk * mask
                ktt = (R1 / rr - k**2 * R / rr**2) * cosk * mask
                krt = -k * (R1 / rr - R / rr**2) * sink * mask
                d, t = krr - ktt, 2 * krt
                c2, s2 = np.cos(2 * tt), np.sin(2 * tt)
                parts = (krr + ktt, d * c2 - t * s2, d * s2 + t * c2)
                col = np.concatenate([(g * root * v).ravel()
                                      for g, v in zip(amp, parts)])
                size = np.linalg.norm(col)
                cols.append(col / size)
                has_r2 = m == 0 and len(poly.coef) > 2
                centre.append(2 * poly.coef[2] / size if has_r2 else 0.0)
    target = np.zeros(3 * rr.size)
    target[:rr.size] = (amp[0] * root * 2 * inside).ravel()
    coef = np.linalg.lstsq(np.array(cols).T, target, rcond=1e-12)[0]
    return float(np.dot(coef, centre))


# ---- example: rough typical values for nitride on silicon ----
a, c, h = 50e-3, 25e-3, 525e-6
film_stress, hf, Ef, nuf = 1.0e9, 100e-9, 250e9, 0.25
C11, C12, C44, density = 166e9, 64e9, 80e9, 2330.0
f = film_stress * hf

# ---- elasticity of the (111) wafer from the cubic constants ----
s_mat = np.linalg.inv(np.array([[C11, C12, C12], [C12, C11, C12],
                                [C12, C12, C11]]))
S11, S12, S44 = s_mat[0, 0], s_mat[0, 1], 1 / C44
eye = np.eye(3)
cube = np.zeros((3, 3, 3, 3))
for i in range(3):
    cube[i, i, i, i] = 1.0
S = (S12 * np.einsum("ij,kl->ijkl", eye, eye)
     + S44 / 4 * (np.einsum("ik,jl->ijkl", eye, eye)
                  + np.einsum("il,jk->ijkl", eye, eye))
     + (S11 - S12 - S44 / 2) * cube)


def in_plane(e1, e2, angle):
    p = np.cos(angle) * e1 + np.sin(angle) * e2
    q = -np.sin(angle) * e1 + np.cos(angle) * e2
    along = np.einsum("ijkl,i,j,k,l", S, p, p, p, p)
    across = np.einsum("ijkl,i,j,k,l", S, p, p, q, q)
    return 1 / along, -across / along


e1 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
e2 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
table = np.array([in_plane(e1, e2, t) for t in np.linspace(0, np.pi, 19)])
assert np.all(np.ptp(table, axis=0) < 1e-10 * table[0])
E, nu = table[0]
nu_100 = in_plane(eye[0], eye[1], 0.0)[1]
nu_110 = in_plane(eye[0], eye[1], np.pi / 4)[1]
assert nu_100 - nu_110 > 0.1

# ---- formulas against the two-layer energy minimum, very thin film ----
worst = 0.0
for ratio, nu_test in ((0.2, 0.1), (0.5, nu), (0.8, 0.4), (1.0, 0.3)):
    ct = ratio * a
    r, phi = solve_wafer(ct, a, h, E, nu_test, f, 1e-6 * h, Ef, nuf)
    ks = stoney(f, E, nu_test, h)
    expected = slope_formula(r, ct, a, nu_test, ks)
    error = np.max(abs(phi - expected)) / np.max(abs(expected))
    centre_error = abs(phi[0] / r[0] / (ks * factor(nu_test, ratio)) - 1)
    bow_fe = (np.sum(phi) - phi[-1] / 2) * (r[1] - r[0])
    bow_error = abs(bow_fe / bow_formula(ct, a, nu_test, ks) - 1)
    rim_error = abs(phi[-1] * a / (ks * ct**2) - 1)
    worst = max(worst, error, centre_error, bow_error, rim_error)
# Tolerance: second-order mesh error, at least 80 elements under the film.
assert worst < 5e-4, worst

# ---- second road: two-dimensional Ritz solution, isotropic plate ----
q_iso = E / (1 - nu**2)
ritz_iso = ritz_factor(q_iso, nu * q_iso, (1 - nu) * q_iso / 2, c / a)
assert abs(ritz_iso / factor(nu, c / a) - 1) < 5e-4, ritz_iso

# ---- neglected effects for the example ----
r, phi_thin = solve_wafer(c, a, h, E, nu, f, 1e-6 * h, Ef, nuf)
_, phi_film = solve_wafer(c, a, h, E, nu, f, hf, Ef, nuf)
_, phi_nl = solve_wafer(c, a, h, E, nu, f, hf, Ef, nuf, nonlinear=True)
film_effect = phi_film[0] / phi_thin[0] - 1
nonlinear_effect = phi_nl[0] / phi_film[0] - 1
assert abs(film_effect) < 0.01 and abs(nonlinear_effect) < 0.05

pressure = density * constants.g * h
_, phi_g = solve_wafer(0.0, a, h, E, nu, 0.0, hf, Ef, nuf,
                       pressure=pressure)
k_gravity = phi_g[0] / r[0]
D = E * h**3 / (12 * (1 - nu**2))
k_gravity_formula = pressure * a**2 * (3 + nu) / (16 * D * (1 + nu))
assert abs(k_gravity / k_gravity_formula - 1) < 1e-3

Q = np.linalg.inv(np.array([[S11, S12], [S12, S11]]))
ritz_001 = ritz_factor(Q[0, 0], Q[0, 1], C44, c / a)
ritz_001_low = ritz_factor(Q[0, 0], Q[0, 1], C44, c / a, harmonics=3)
assert abs(ritz_001 / ritz_001_low - 1) < 2e-3

# ---- results ----
k_st = stoney(f, E, nu, h)
k0 = k_st * factor(nu, c / a)
k_out = k_st / 2 * (-(1 + nu) + (1 - nu) * c**2 / a**2)
n_c = int(round(c / (r[1] - r[0])))
fe_out = (-3 * phi_thin[n_c - 1] + 4 * phi_thin[n_c]
          - phi_thin[n_c + 1]) / (2 * (r[1] - r[0]))
assert k_out < 0 < k0 and abs(fe_out / k_out - 1) < 5e-3
bow = bow_formula(c, a, nu, k_st)
stress_centre = k0 * E * h**2 / (6 * (1 - nu) * hf)
stress_bow = (2 * bow / a**2) * E * h**2 / (6 * (1 - nu) * hf)
ev_per_A2 = f / constants.e * constants.angstrom**2

print(f"wafer radius a = {a*1e3:.1f} mm")
print(f"film radius c = {c*1e3:.1f} mm")
print(f"wafer thickness = {h*1e6:.0f} um")
print(f"film thickness = {hf*1e9:.0f} nm")
print(f"film stress (input) = {film_stress/1e6:.0f} MPa")
print(f"film Young modulus = {Ef/1e9:.0f} GPa, Poisson ratio = {nuf:.2f}")
print(f"silicon C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
print(f"silicon density = {density:.0f} kg/m3")
print(f"(111) Young modulus E = {E/1e9:.1f} GPa")
print(f"(111) Poisson ratio nu = {nu:.4f} (no unit)")
print(f"film force f = {f:.1f} N/m = {ev_per_A2:.3f} eV/angstrom^2")
print(f"plate stiffness D = {D:.4f} N m")
print(f"ring moment f h/2 = {f*h/2:.5f} N")
print(f"Stoney curvature = {k_st*1e3:.4f} 1/km")
for ratio in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"factor at c/a = {ratio:.2f}: {factor(nu, ratio):.4f} (no unit)")
print(f"central curvature = {k0*1e3:.4f} 1/km; radius = {1/k0:.1f} m")
print(f"radial curvature just outside film = {k_out*1e3:.4f} 1/km")
print(f"rim slope = {k_st*c**2/a*1e6:.2f} microradian")
print(f"centre-to-rim bow = {bow*1e6:.3f} um")
print(f"stress from centre by plain Stoney = {stress_centre/1e6:.1f} MPa")
print(f"stress from bow by plain Stoney = {stress_bow/1e6:.1f} MPa")
print(f"largest relative error, formulas vs elements = {worst:.1e}")
print(f"isotropic Ritz factor = {ritz_iso:.5f} (no unit)")
print(f"film stiffness and thickness effect = {100*film_effect:.3f} %")
print(f"geometric nonlinearity effect = {100*nonlinear_effect:.3f} %")
print(f"gravity curvature, rim support = {k_gravity*1e3:.3f} 1/km")
print(f"gravity / film curvature at centre = {100*k_gravity/k0:.1f} %")
print(f"wafer thickness / film radius = {100*h/c:.2f} %")
print(f"(001) Poisson ratio along [100] = {nu_100:.4f} (no unit)")
print(f"(001) Poisson ratio along [110] = {nu_110:.4f} (no unit)")
print(f"(001) computed factor = {ritz_001:.4f} (no unit)")
print(f"formula with nu[100] = {factor(nu_100, c/a):.4f} (no unit)")
print(f"formula with nu[110] = {factor(nu_110, c/a):.4f} (no unit)")
print("tests ok")
```

It prints:

```
wafer radius a = 50.0 mm
film radius c = 25.0 mm
wafer thickness = 525 um
film thickness = 100 nm
film stress (input) = 1000 MPa
film Young modulus = 250 GPa, Poisson ratio = 0.25
silicon C11, C12, C44 = 166, 64, 80 GPa
silicon density = 2330 kg/m3
(111) Young modulus E = 169.7 GPa
(111) Poisson ratio nu = 0.2617 (no unit)
film force f = 100.0 N/m = 6.242 eV/angstrom^2
plate stiffness D = 2.1967 N m
ring moment f h/2 = 0.02625 N
Stoney curvature = 9.4714 1/km
factor at c/a = 0.00: 0.6308 (no unit)
factor at c/a = 0.25: 0.6539 (no unit)
factor at c/a = 0.50: 0.7231 (no unit)
factor at c/a = 0.75: 0.8385 (no unit)
factor at c/a = 1.00: 1.0000 (no unit)
central curvature = 6.8489 1/km; radius = 146.0 m
radial curvature just outside film = -5.1006 1/km
rim slope = 118.39 microradian
centre-to-rim bow = 5.548 um
stress from centre by plain Stoney = 723.1 MPa
stress from bow by plain Stoney = 468.6 MPa
largest relative error, formulas vs elements = 4.5e-06
isotropic Ritz factor = 0.72312 (no unit)
film stiffness and thickness effect = -0.061 %
geometric nonlinearity effect = -0.355 %
gravity curvature, rim support = 2.206 1/km
gravity / film curvature at centre = 32.2 %
wafer thickness / film radius = 2.10 %
(001) Poisson ratio along [100] = 0.2783 (no unit)
(001) Poisson ratio along [110] = 0.0606 (no unit)
(001) computed factor = 0.6924 (no unit)
formula with nu[100] = 0.7293 (no unit)
formula with nu[110] = 0.6477 (no unit)
tests ok
```
